# The Gösele–Tu condition for two competing reaction layers, part 1

(Sections cited here and not found follow in the second part.)

## Flux balance and the threshold for a second layer

Two compounds, β and γ, can form between the end phases α and δ of a flat diffusion couple. The order is α | β | γ | δ, and the fraction of component A falls from left to right. Suppose that both compound layers are so thin that diffusion across them costs nothing. The flux that each can carry is then set by the reactions at its two surfaces. A reaction constant $\kappa_i$ has the dimension of a velocity, and the driving force is a dimensionless composition range $\Delta N_i$. With a linear reaction law these combine into one velocity per layer, $K_i=\Delta N_i\kappa_i$. Two velocities give one dimensionless ratio, so the condition for β to exclude γ at the start must have the form

$$
\frac{K_\beta}{K_\gamma}>R(N_\alpha,N_\beta,N_\gamma,N_\delta), \tag{1}
$$

where $R$ is a pure number made from the compositions of the four phases. Diffusion coefficients cannot appear in it. A coefficient $D_i$, of dimension length squared per time, enters through the dimensionless group $\kappa_i x_i/D_i$, which vanishes with the thickness $x_i$.

As β thickens, its diffusion resistance grows and its flux falls. With a linear reaction law, the factor by which it falls depends only on the group $\kappa_\beta x_\beta/D_\beta$, while a vanishingly thin γ layer can still carry $K_\gamma$. The β thickness at which γ can first survive is therefore

$$
x^*=\frac{D_\beta}{\kappa_\beta}\,
F\!\left(\frac{K_\beta}{K_\gamma};N_\alpha,N_\beta,N_\gamma,N_\delta\right). \tag{2}
$$

There is also a mirror symmetry. Reading the couple from right to left and counting B atoms instead of A atoms exchanges the roles of β and γ. A condition that excludes γ must therefore have a mirror image that excludes β, with a threshold of its own. Conservation of atoms fixes the function $R$. Together with the flux law for a layer of finite thickness, it also fixes $F$.

### Conventions and the balance at one interface

The temperature is constant and the layers are flat and continuous. All phases are assigned the same volume per atom, $\Omega$. The concentration of A is then $N/\Omega$, where $N$ is its atomic fraction, and

$$
N_\alpha>N_\beta>N_\gamma>N_\delta. \tag{3}
$$

Fluxes are measured in the volume-fixed frame, in which the A and B fluxes are equal and opposite. Let $j$ be the flux of A, in atoms per area and time, multiplied by $\Omega$. It has the dimension of a velocity and is positive toward δ, that is, to the right. The end phases are saturated and carry no flux.

Consider an interface with composition $N_{\rm L}$ on its left and $N_{\rm R}$ on its right, moving to the right with velocity $v$. In a time $dt$ a slab of thickness $v\,dt$ changes from the right phase to the left phase. Its content of A, multiplied by $\Omega$ and divided by the area, changes by $(N_{\rm L}-N_{\rm R})v\,dt$. This change is supplied by the difference between the flux that arrives and the flux that leaves:

$$
(N_{\rm L}-N_{\rm R})\,v=j_{\rm L}-j_{\rm R}. \tag{4}
$$

The same equation holds for negative $v$, when the left phase is the one consumed.

The composition inside a compound is not quite constant, since a gradient is needed to drive the flux. Its range is assumed small against the differences between phases. Each compound can then be given one nominal composition in equation (4). It is convenient to name the three composition gaps:

$$
a=N_\alpha-N_\beta,\qquad b=N_\beta-N_\gamma,\qquad c=N_\gamma-N_\delta. \tag{5}
$$

The same assumption allows the flux in a layer to be treated as uniform, with values $j_\beta$ and $j_\gamma$. The condition for this is examined below, once the flux law is known.

### Growth rates of the layers

Let $v_1$, $v_2$ and $v_3$ be the velocities of the interfaces α/β, β/γ and γ/δ. At the first, no flux arrives from α and $j_\beta$ leaves. At the second, $j_\beta$ arrives and $j_\gamma$ leaves. At the third, $j_\gamma$ arrives and none leaves into δ. Equation (4) gives

$$
v_1=-\frac{j_\beta}{a},\qquad
v_2=\frac{j_\beta-j_\gamma}{b},\qquad
v_3=\frac{j_\gamma}{c}. \tag{6}
$$

The first velocity is negative because β grows to the left into α. A layer thickens at the velocity of its right face minus that of its left face, so

$$
\frac{dx_\beta}{dt}=v_2-v_1
=\left(\frac1a+\frac1b\right)j_\beta-\frac1b\,j_\gamma, \tag{7}
$$

$$
\frac{dx_\gamma}{dt}=v_3-v_2
=\left(\frac1b+\frac1c\right)j_\gamma-\frac1b\,j_\beta. \tag{8}
$$

The abbreviations

$$
G_\beta=\frac1a+\frac1b,\qquad
G_\gamma=\frac1b+\frac1c,\qquad
g=\frac1b \tag{9}
$$

turn these into $\dot x_\beta=G_\beta j_\beta-g j_\gamma$ and $\dot x_\gamma=G_\gamma j_\gamma-g j_\beta$, where a dot is a time derivative.

The negative terms express the competition. Atoms of A that arrive at the β/γ interface convert γ into β. Atoms that leave it through γ convert β into γ there, and convert δ into γ at the far side. Each layer is fed by its own flux and eroded by that of its neighbor.

### The two limiting flux ratios

Let $r=j_\beta/j_\gamma$, with both fluxes positive. Dividing equation (7) by $j_\gamma$ shows that β grows if

$$
\left(\frac1a+\frac1b\right)r>\frac1b .
$$

Since $1/a+1/b=(a+b)/(ab)$, multiplication by $ab/(a+b)$ gives

$$
r>r_1,\qquad r_1=\frac{a}{a+b}
=\frac{N_\alpha-N_\beta}{N_\alpha-N_\gamma}<1. \tag{10}
$$

Equation (8), divided by $j_\gamma$ and multiplied by $b$, shows that γ grows if $r<b(1/b+1/c)$, which is

$$
r<r_2,\qquad r_2=\frac{b+c}{c}
=\frac{N_\beta-N_\delta}{N_\gamma-N_\delta}>1. \tag{11}
$$

Because $r_1<1<r_2$, the two layers cannot both shrink. There are three possibilities, apart from the boundaries: β grows and γ shrinks for $r>r_2$; both grow for $r_1<r<r_2$; γ grows and β shrinks for $r<r_1$. The mirror symmetry exchanges $a$ with $c$ and $r$ with $1/r$. It carries $r_2=(b+c)/c$ into $(a+b)/a=1/r_1$, as it should.

The limit $r_2$ exceeds one because γ has a source of its own. Equal fluxes would leave the β/γ interface at rest while δ is still being turned into γ. The β flux must exceed the γ flux by enough to erode γ from the left as fast as it forms on the right.

Take end phases of pure A and pure B, with compounds A₂B and AB. The fractions are 1, 2/3, 1/2 and 0, so that $a=1/3$, $b=1/6$ and $c=1/2$. The growth coefficients are $G_\beta=3+6=9$, $G_\gamma=6+2=8$ and $g=6$. The limiting ratios are $r_1=(1/3)/(1/2)=2/3$ and $r_2=(2/3)/(1/2)=4/3$. At $r=r_2$ the γ layer gains $2j_\gamma$ at its right face and loses $6(j_\beta-j_\gamma)=2j_\gamma$ at its left face.

### Diffusion and interface reactions in series

The fluxes must now be related to the thicknesses. In layer $i$, let $N_i^{\rm L}$ and $N_i^{\rm R}$ be the compositions in equilibrium with its left and right neighbors. The range is

$$
\Delta N_i=N_i^{\rm L}-N_i^{\rm R}. \tag{12}
$$

It is positive for a stable intermediate phase. If $f(N)$ is the free energy per atom, the chemical potential of A is $\mu_{\rm A}=f+(1-N)f'$, and its derivative is $d\mu_{\rm A}/dN=(1-N)f''$, which is positive in a stable compound. Along the successive common tangents of the stable phases, the slope increases toward the A-rich side, and so does the intercept at pure A, which is $\mu_{\rm A}$. The left equilibrium thus has the higher $\mu_{\rm A}$ and the higher $N$. In this sense $\Delta N_\gamma>0$ states that γ is thermodynamically allowed.

When a flux passes, the surface compositions $n_i^{\rm L}$ and $n_i^{\rm R}$ differ from the equilibrium values. The left surface is poorer in A than equilibrium, which draws A in from the left. The right surface is richer, which drives A out to the right. To first order in the deviations,

$$
j_i=\kappa_i^{\rm L}\left(N_i^{\rm L}-n_i^{\rm L}\right),\qquad
j_i=\kappa_i^{\rm R}\left(n_i^{\rm R}-N_i^{\rm R}\right). \tag{13}
$$

This is a model of the interface. It assigns a separate constant to each side of the β/γ boundary and neglects any coupling between the two deviations there. With a constant interdiffusion coefficient $D_i$ and a uniform flux, the profile is linear:

$$
j_i=D_i\,\frac{n_i^{\rm L}-n_i^{\rm R}}{x_i}. \tag{14}
$$

The three composition drops follow from equations (13) and (14):

$$
N_i^{\rm L}-n_i^{\rm L}=\frac{j_i}{\kappa_i^{\rm L}},\qquad
n_i^{\rm L}-n_i^{\rm R}=\frac{j_i x_i}{D_i},\qquad
n_i^{\rm R}-N_i^{\rm R}=\frac{j_i}{\kappa_i^{\rm R}}.
$$

In their sum the unknown surface compositions cancel and the left sides add to $\Delta N_i$. Hence

$$
j_i=\frac{\Delta N_i}{1/\kappa_i+x_i/D_i},\qquad
\frac1{\kappa_i}=\frac1{\kappa_i^{\rm L}}+\frac1{\kappa_i^{\rm R}}. \tag{15}
$$

Interface and diffusion resistances add like resistors in series. They are equal at $x_i=D_i/\kappa_i$. Well below this thickness the flux approaches the finite value

$$
j_i(0)=K_i=\Delta N_i\kappa_i, \tag{16}
$$

and well above it the flux falls as $D_i\Delta N_i/x_i$.

Equation (15) also shows when a uniform flux is justified. Diffusion evens out a layer in a time of order $x_i^2/D_i$, and the reactions at its surfaces adjust its mean composition in a time of order $x_i/(\kappa_i^{\rm L}+\kappa_i^{\rm R})$. The second time is the longer one in a thin layer. The thickness changes in a time $x_i/|\dot x_i|$. The ratio of the sum of the first two times to the third is $|\dot x_i|\,[x_i/D_i+1/(\kappa_i^{\rm L}+\kappa_i^{\rm R})]$. The bracket is smaller than the total resistance $x_i/D_i+1/\kappa_i$, which by equation (15) equals $\Delta N_i/j_i$. For growing β, equation (7) gives $\dot x_\beta<G_\beta j_\beta$, so the ratio is below $G_\beta\Delta N_\beta$. The same argument gives the bound $G_\gamma\Delta N_\gamma$ for growing γ. For a shrinking γ layer the ratio is below $g j_\beta\,[x_\gamma/D_\gamma+1/(\kappa_\gamma^{\rm L}+\kappa_\gamma^{\rm R})]$. This bound does not vanish as the layer becomes thin, but at given rate constants it is proportional to $\Delta N_\beta$ through $j_\beta$. These ratios count only the change of thickness. A layer of constant thickness may still move as a whole, as γ does at $r=r_2$ with velocity $v_3=j_\gamma/c$. Its flux then varies across it by a relative amount of order $v_3x_\gamma/D_\gamma$, which is below $\Delta N_\gamma/c$ because $j_\gamma<D_\gamma\Delta N_\gamma/x_\gamma$. Narrow composition ranges thus justify both approximations, apart from a transient after a sudden change.

### The condition for initial exclusion

Let both layers be thin compared with their lengths $D_i/\kappa_i$. Their flux ratio is then $K_\beta/K_\gamma$, and equations (10) and (11) give the initial behavior:

$$
\begin{aligned}
K_\beta/K_\gamma>r_2 &: \quad \gamma\text{ shrinks},\\
r_1<K_\beta/K_\gamma<r_2 &: \quad \text{both layers grow},\\
K_\beta/K_\gamma<r_1 &: \quad \beta\text{ shrinks}.
\end{aligned} \tag{17}
$$

These lines give the sign of the initial rates. The shrinking layer disappears only if it is thin enough to vanish before its rival has thickened and lost flux; close to a threshold, a layer of finite thickness may shrink briefly and then grow. For a vanishingly thin layer, the first line is the Gösele–Tu condition for the absence of γ. Written out, it is

$$
\Delta N_\beta\,\kappa_\beta>
\frac{N_\beta-N_\delta}{N_\gamma-N_\delta}\,
\Delta N_\gamma\,\kappa_\gamma. \tag{18}
$$

It has the form required by equation (1), with $R=r_2$. No nucleation barrier has been invoked. A γ layer is supposed to have formed already, and the question is whether it can persist. A barrier would be an additional obstacle.

The finite interface constant of γ is essential. If $\kappa_\gamma$ were infinite, the flux through γ would be $D_\gamma\Delta N_\gamma/x_\gamma$, which grows without limit as the layer thins. Beside a β layer of any nonzero thickness, $r$ would fall below $r_2$ before γ disappeared, and the erosion would stop. With slow interfaces the flux cannot exceed $K_\gamma$, and this protection is lost.

For the example, let both composition ranges be 0.01. Let the two interface constants of β be 40 nm/s each, and those of γ be 3 and 6 nm/s. Equation (15) gives

$$
\kappa_\beta=\frac{1}{1/40+1/40}=20\ \text{nm/s},\qquad
\kappa_\gamma=\frac{1}{1/3+1/6}=2\ \text{nm/s}.
$$

Thus $K_\beta=0.01\times20=0.20$ nm/s and $K_\gamma=0.01\times2=0.020$ nm/s. Their ratio, 10, lies far above $r_2=4/3$, and γ is excluded at first. Multiplying both γ constants by 10 makes the ratio 1, and both layers can grow. Multiplying them by 100 makes it 0.1, below $r_1=2/3$, and β becomes the excluded phase. In this series no thermodynamic quantity has changed.

Conservation of atoms and the series flux law have given condition (18), under which a vanishingly thin γ layer cannot persist beside a thin β layer. It remains to find the β thickness $x^*$ at which γ can first survive, and how the competition continues from there.
